# Drift and mean energy of an electron streaming between phonon emissions: a numerical check

```python
"""Ideal streaming of an electron in a parabolic band.

Result under test: an electron driven by a constant force from rest, which
loses one optical phonon at once when its energy reaches the phonon energy,
has mean velocity = half the threshold speed and time-averaged energy = one
third of the phonon energy.

Symbols (atomic units inside the program): mass = effective mass,
omega = phonon energy, force = field force on the electron,
k_top = sqrt(2 mass omega) = threshold momentum, v_top = k_top / mass,
period = k_top / force = flight time between emissions.
A three-dimensional Monte Carlo model with polar phonon scattering and
isotropic elastic scattering sizes what the ideal picture neglects.
"""
import numpy as np
from scipy.constants import physical_constants, e as charge_si, k as boltzmann_si
from scipy.integrate import quad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15
LENGTH_NM = physical_constants["atomic unit of length"][0] * 1e9
SPEED_SI = physical_constants["atomic unit of velocity"][0]
FIELD_SI = physical_constants["atomic unit of electric field"][0]
FIELD_MVCM = FIELD_SI / 1e8
KELVIN_EV = boltzmann_si / charge_si

# Rough typical inputs for clean, lightly doped gallium nitride
phonon_ev = 0.092
mass = 0.20
field_mvcm = 0.02
eps_high, eps_static = 5.35, 8.9
mobility_cm2 = 5000.0        # low-field, elastic scattering only, 77 K
nonparabolicity_ev = 0.2     # per eV
gap_ev = 3.4
density_cm3 = 1e16
phonon_life_fs = 2000.0

omega = phonon_ev / HARTREE_EV
force = field_mvcm / FIELD_MVCM
k_top = np.sqrt(2 * mass * omega)
v_top = k_top / mass
period = k_top / force
coupling = 1 / eps_high - 1 / eps_static
elastic_time = mobility_cm2 * 1e-4 * FIELD_SI / SPEED_SI * mass


def follow_electron(push, flights=30, steps_per_flight=3000):
    """Newton's equation in time steps; averages between first and last emission."""
    dt = k_top / push / steps_per_flight
    speed = 0.37 * v_top
    emitted = -1
    time = path = energy_time = energy_path = square_time = slow_time = 0.0
    while emitted < flights:
        middle = speed + 0.5 * push / mass * dt
        speed += push / mass * dt
        if emitted >= 0:
            energy = 0.5 * mass * middle**2
            time += dt
            path += middle * dt
            energy_time += energy * dt
            energy_path += energy * middle * dt
            square_time += middle**2 * dt
            slow_time += dt * (energy < omega / 4)
        if 0.5 * mass * speed**2 >= omega:
            speed = 0.0
            emitted += 1
    drift = path / time
    return {"drift": drift / v_top,
            "energy": energy_time / time / omega,
            "energy_path": energy_path / path / omega,
            "spread": 0.5 * mass * (square_time / time - drift**2) / omega,
            "slow": slow_time / time,
            "balance": push * path / (flights * omega),
            "flight": time / flights,
            "length": path / flights}


for push in (force, 5 * force):
    track = follow_electron(push)
    assert abs(track["drift"] - 1 / 2) < 2e-3
    assert abs(track["energy"] - 1 / 3) < 2e-3
    assert abs(track["energy_path"] - 1 / 2) < 2e-3
    assert abs(track["spread"] - 1 / 12) < 2e-3
    assert abs(track["slow"] - 1 / 2) < 2e-3
    assert abs(track["balance"] - 1) < 3e-3
    assert abs(track["flight"] * push / k_top - 1) < 2e-3
    assert abs(track["length"] * push / omega - 1) < 3e-3
track = follow_electron(force)


def bent_band(alpha):
    """Cycle averages for E(1 + alpha E) = k^2/2m from numerical derivatives."""
    edge = np.sqrt(2 * mass * omega * (1 + alpha * omega))
    k = np.linspace(0, edge, 20001)
    energy = (np.sqrt(1 + 2 * alpha * k**2 / mass) - 1) / (2 * alpha)
    speed = np.gradient(energy, k, edge_order=2)
    step = k[1] - k[0]

    def average(y):
        return step * (y.sum() - 0.5 * (y[0] + y[-1])) / edge
    return average(speed), speed[-1], average(energy)


alpha = nonparabolicity_ev * HARTREE_EV
for bend in (alpha, 10 * alpha):
    drift_bent, top_bent, energy_bent = bent_band(bend)
    x = bend * omega
    assert abs(drift_bent / (v_top / 2 / np.sqrt(1 + x)) - 1) < 1e-5
    assert abs(drift_bent / top_bent - (1 + 2*x) / (2 * (1 + x))) < 1e-5
    assert abs(energy_bent / omega - (1 + 0.4 * x) / 3) < x**2
drift_bent, top_bent, energy_bent = bent_band(alpha)


def polar_rate(k_start, k_end):
    """Polar phonon scattering rate without the phonon occupation factor."""
    ratio = (k_start + k_end) / np.abs(k_start - k_end)
    return mass * omega * coupling / k_start * np.log(ratio)


for k_start, sign in ((1.1, -1), (1.5, -1), (0.4, 1), (0.9, 1)):
    a = k_start * k_top
    b = np.sqrt(a**2 + sign * k_top**2)
    angular = quad(lambda c: 1 / (a*a + b*b - 2*a*b*c), -1, 1)[0]
    golden = mass * b * omega * coupling * angular
    assert abs(polar_rate(a, b) / golden - 1) < 1e-7


def occupation(kelvin):
    if kelvin == 0:
        return 0.0
    return 1 / np.expm1(phonon_ev / (KELVIN_EV * kelvin))


def simulate(push, kelvin, elastic_rate, strength=1.0, seed=1):
    """Monte Carlo in three dimensions; strength multiplies the polar coupling."""
    rng = np.random.default_rng(seed)
    electrons, flights, discarded = 800, 24, 4
    per_flight = int(150 * max(1.0, force / push))
    dt = k_top / push / per_flight
    filled = occupation(kelvin)
    k = np.zeros((electrons, 3))
    k[:, 0] = -k_top * rng.random(electrons)     # spreads the flight phases
    start_energy = np.sum(k**2) / (2 * mass)
    work, net_emitted, highest = 0.0, 0, 0.0
    sum_speed = np.zeros(electrons)
    sum_energy = np.zeros(electrons)
    residual_sum, emissions, samples = 0.0, 0, 0
    for step in range(flights * per_flight):
        k[:, 0] += 0.5 * push * dt
        work += push * dt * np.sum(k[:, 0]) / mass
        if step >= discarded * per_flight:
            sum_speed += k[:, 0] / mass
            sum_energy += np.einsum("ij,ij->i", k, k) / (2 * mass)
            samples += 1
        k[:, 0] += 0.5 * push * dt
        size = np.sqrt(np.einsum("ij,ij->i", k, k))
        size_safe = np.maximum(size, 1e-6 * k_top)
        highest = max(highest, size.max()**2 / (2 * mass))
        k_down = np.sqrt(np.maximum(size_safe**2 - k_top**2, 0))
        emit = strength * (filled + 1) * polar_rate(size_safe, k_down)
        if filled > 0:
            k_up = np.sqrt(size_safe**2 + k_top**2)
            absorb = strength * filled * polar_rate(size_safe, k_up)
        else:
            k_up, absorb = size_safe, np.zeros(electrons)
        total = emit + absorb + elastic_rate
        hit = np.nonzero(rng.random(electrons) < -np.expm1(-total * dt))[0]
        if hit.size == 0:
            continue
        choice = rng.random(hit.size) * total[hit]
        down = choice < emit[hit]
        up = ~down & (choice < emit[hit] + absorb[hit])
        old = size_safe[hit]
        new = np.where(down, k_down[hit], np.where(up, k_up[hit], size[hit]))
        new_safe = np.maximum(new, 1e-12 * k_top)
        # polar scattering: transferred momentum q has probability ~ dq/q
        q_low = np.maximum(np.abs(old - new), 1e-12 * k_top)
        q = q_low * ((old + new) / q_low)**rng.random(hit.size)
        cosine = (old**2 + new_safe**2 - q**2) / (2 * old * new_safe)
        flat = 2 * rng.random(hit.size) - 1
        cosine = np.clip(np.where(down | up, cosine, flat), -1, 1)
        axis = k[hit] / np.maximum(size[hit], 1e-300)[:, None]
        side = rng.normal(size=(hit.size, 3))
        side -= np.sum(side * axis, axis=1)[:, None] * axis
        side /= np.linalg.norm(side, axis=1)[:, None]
        sine = np.sqrt(1 - cosine**2)
        k[hit] = new[:, None] * (cosine[:, None]*axis + sine[:, None]*side)
        net_emitted += int(down.sum()) - int(up.sum())
        residual_sum += new[down].sum()
        emissions += int(down.sum())
    stored = np.sum(k**2) / (2 * mass) - start_energy
    assert abs(work - omega * net_emitted - stored) < 1e-6 * work
    speeds = sum_speed / samples / v_top
    energies = sum_energy / samples / omega
    return {"drift": speeds.mean(), "energy": energies.mean(),
            "drift_error": speeds.std(ddof=1) / np.sqrt(electrons),
            "energy_error": energies.std(ddof=1) / np.sqrt(electrons),
            "residual": residual_sum / emissions, "highest": highest}


elastic = 1 / elastic_time
strong = simulate(force, 0, 0.0, strength=1000.0)
polar = simulate(force, 0, 0.0)
polar_low = simulate(force / 2, 0, 0.0)
cold = simulate(force, 77, elastic)
cold_low = simulate(force / 2, 77, elastic)
cold_high = simulate(force * 2, 77, elastic)
warm = simulate(force, 300, elastic)

assert abs(strong["drift"] - 1 / 2) < 0.02      # finite time step and coupling
assert abs(strong["energy"] - 1 / 3) < 0.02
assert polar["energy"] > 1 / 3 + 0.02           # overshoot adds energy
assert polar["energy"] > polar_low["energy"]    # less overshoot at lower field
assert polar["residual"] > polar_low["residual"]
assert cold["drift"] < polar["drift"]           # elastic scattering slows drift
assert warm["drift"] < cold["drift"]            # absorption slows drift

# Remaining estimates for the same example
density = density_cm3 * (LENGTH_NM * 1e-7)**3
fermi_ev = (3 * np.pi**2 * density)**(2 / 3) / (2 * mass) * HARTREE_EV
modes = cold["residual"]**3 / (6 * np.pi**2)
phonons_per_mode = density * phonon_life_fs / TIME_FS / period / modes
power_ev_fs = phonon_ev / (period * TIME_FS)
power_density = density_cm3 * power_ev_fs * charge_si * 1e15
speed_cm = SPEED_SI * 100

print(f"phonon energy: {phonon_ev:.3f} eV")
print(f"effective mass: {mass:.2f} electron masses")
print(f"field: {field_mvcm:.3f} MV/cm")
print(f"threshold momentum: {k_top / LENGTH_NM:.4f} 1/nm")
print(f"threshold speed: {v_top * speed_cm:.3e} cm/s")
print(f"ideal drift speed: {v_top / 2 * speed_cm:.3e} cm/s")
print(f"ideal mean energy: {phonon_ev / 3:.4f} eV")
print(f"flight time: {period * TIME_FS:.1f} fs")
print(f"flight length: {omega / force * LENGTH_NM:.1f} nm")
print(f"power per electron: {power_ev_fs * 1000:.3f} eV/ps")
print(f"trajectory drift / threshold speed: {track['drift']:.4f}")
print(f"trajectory mean energy / phonon energy: {track['energy']:.4f}")
print(f"trajectory distance-averaged energy / phonon: {track['energy_path']:.4f}")
print(f"trajectory spread energy / phonon energy: {track['spread']:.4f}")
print(f"trajectory time share below quarter energy: {track['slow']:.4f}")
print(f"trajectory field work / emitted energy: {track['balance']:.4f}")
print(f"nonparabolicity: {nonparabolicity_ev:.2f} 1/eV")
print(f"bent band drift / parabolic drift: {drift_bent / (v_top / 2):.4f}")
print(f"bent band drift / its threshold speed: {drift_bent / top_bent:.4f}")
print(f"bent band mean energy / phonon energy: {energy_bent / omega:.4f}")
print(f"dielectric constants, high and static: {eps_high}, {eps_static}")
rate_double = polar_rate(np.sqrt(2) * k_top, k_top)
print(f"emission time at twice phonon energy: {TIME_FS / rate_double:.1f} fs")
print(f"elastic-only mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"elastic scattering time: {elastic_time * TIME_FS:.0f} fs")
print(f"phonon occupation at 77 K: {occupation(77):.2e}")
print(f"phonon occupation at 300 K: {occupation(300):.4f}")
print("Monte Carlo: drift/threshold speed, energy/phonon energy")
for label, run in (("1000x coupling, 0 K, no elastic", strong),
                   ("polar emission only, 0 K", polar),
                   ("polar emission only, 0 K, half field", polar_low),
                   ("with elastic, 77 K", cold),
                   ("with elastic, 77 K, half field", cold_low),
                   ("with elastic, 77 K, double field", cold_high),
                   ("with elastic, 300 K", warm)):
    print(f"{label}: {run['drift']:.3f}, {run['energy']:.3f}")
runs = (strong, polar, polar_low, cold, cold_low, cold_high, warm)
print(f"largest standard error, drift ratio: {max(r['drift_error'] for r in runs):.4f}")
print(f"largest standard error, energy ratio: {max(r['energy_error'] for r in runs):.4f}")
print(f"77 K simulated drift speed: {cold['drift'] * v_top * speed_cm:.3e} cm/s")
print(f"77 K simulated mean energy: {cold['energy'] * phonon_ev:.4f} eV")
print(f"77 K mean residual / threshold momentum: {cold['residual'] / k_top:.3f}")
print(f"77 K highest energy seen: {cold['highest'] * HARTREE_EV:.3f} eV")
print(f"band gap: {gap_ev:.1f} eV")
print(f"length over which field tilts bands by gap: {gap_ev / (field_mvcm * 0.1):.0f} nm")
print(f"electron density: {density_cm3:.1e} 1/cm3")
print(f"equilibrium Fermi energy at 0 K: {fermi_ev:.5f} eV")
print(f"phonon lifetime: {phonon_life_fs:.0f} fs")
print(f"estimated added phonons per mode: {phonons_per_mode:.3f}")
print(f"phonon phase per flight: {omega * period:.1f} rad")
print(f"heating power density: {power_density:.2e} W/cm3")
print("all tests passed")
```

Output:

```
phonon energy: 0.092 eV
effective mass: 0.20 electron masses
field: 0.020 MV/cm
threshold momentum: 0.6949 1/nm
threshold speed: 4.023e+07 cm/s
ideal drift speed: 2.011e+07 cm/s
ideal mean energy: 0.0307 eV
flight time: 228.7 fs
flight length: 46.0 nm
power per electron: 0.402 eV/ps
trajectory drift / threshold speed: 0.5000
trajectory mean energy / phonon energy: 0.3333
trajectory distance-averaged energy / phonon: 0.5000
trajectory spread energy / phonon energy: 0.0833
trajectory time share below quarter energy: 0.5000
trajectory field work / emitted energy: 1.0000
nonparabolicity: 0.20 1/eV
bent band drift / parabolic drift: 0.9909
bent band drift / its threshold speed: 0.5090
bent band mean energy / phonon energy: 0.3357
dielectric constants, high and static: 5.35, 8.9
emission time at twice phonon energy: 14.2 fs
elastic-only mobility: 5000 cm2/Vs
elastic scattering time: 569 fs
phonon occupation at 77 K: 9.52e-07
phonon occupation at 300 K: 0.0293
Monte Carlo: drift/threshold speed, energy/phonon energy
1000x coupling, 0 K, no elastic: 0.502, 0.340
polar emission only, 0 K: 0.550, 0.548
polar emission only, 0 K, half field: 0.532, 0.468
with elastic, 77 K: 0.471, 0.529
with elastic, 77 K, half field: 0.398, 0.451
with elastic, 77 K, double field: 0.536, 0.662
with elastic, 300 K: 0.371, 0.579
largest standard error, drift ratio: 0.0023
largest standard error, energy ratio: 0.0023
77 K simulated drift speed: 1.896e+07 cm/s
77 K simulated mean energy: 0.0486 eV
77 K mean residual / threshold momentum: 0.441
77 K highest energy seen: 0.260 eV
band gap: 3.4 eV
length over which field tilts bands by gap: 1700 nm
electron density: 1.0e+16 1/cm3
equilibrium Fermi energy at 0 K: 0.00085 eV
phonon lifetime: 2000 fs
estimated added phonons per mode: 0.180
phonon phase per flight: 32.0 rad
heating power density: 6.44e+08 W/cm3
all tests passed
```
